# Gaunt exchange in the four-component Fock matrix of a closed shell

In a Dirac-Hartree-Fock calculation on Hg$^{78+}$ with a point nucleus and two electrons in the $1s$ shell, the Gaunt interaction raises the energy in first order by 7.592 hartree (206.6 eV). Split over the blocks of the Fock matrix, this is 2.847 hartree from the large-large block, 2.847 from the small-small block and 0.949 from each mixed block, which is $3/8, 3/8, 1/8, 1/8$ of the total. Two facts seem to forbid this. The Gaunt operator couples currents, and a closed shell carries no current. And the matrices $\boldsymbol\alpha$ in it connect large to small components, yet three quarters of the energy sits in the diagonal blocks.

A four-component spinor is $\psi=(\psi^L,\psi^S)$, with two-component large and small parts. In Gaussian units the Gaunt operator is

$$g(1,2)=-e^2\,\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix}.$$

It is the unretarded magnetic interaction, and the Breit operator adds to it a gauge term that is left out here. The wave function is one determinant of positive-energy spinors $\psi_i$. Multiplying out $\boldsymbol\alpha$ gives the transition current in units of $c$,

$$\mathbf j_{pq}=\psi_p^\dagger\boldsymbol\alpha\psi_q=\mathbf A_{pq}+\mathbf B_{pq},\qquad \mathbf A_{pq}=\psi_p^{L\dagger}\boldsymbol\sigma\psi_q^S,\quad \mathbf B_{pq}=\psi_p^{S\dagger}\boldsymbol\sigma\psi_q^L .$$

Since $\boldsymbol\sigma$ is Hermitian, $\mathbf B_{qp}=\mathbf A_{pq}^*$ and $\mathbf j_{qp}=\mathbf j_{pq}^*$. With the bilinear bracket $(\mathbf a|\mathbf b)=\iint \mathbf a(1)\cdot\mathbf b(2)/r_{12}$, which carries no complex conjugate, the two-electron integral is $(pq|g|rs)=-e^2(\mathbf j_{pq}|\mathbf j_{rs})$, and the expectation value of $g$ in the determinant is

$$E_G=\tfrac12\sum_{ij}\big[(ii|g|jj)-(ij|g|ji)\big].$$

The terms $i=j$ cancel between the two sums and are kept in both.

Expand each component in two-spinor basis functions, $\psi_i^X=\sum_\mu\chi^X_\mu C^X_{\mu i}$ with $X=L,S$, and let $D_{\lambda\kappa}=\sum_i C_{\lambda i}C^*_{\kappa i}$, the indices running over both sets. In $(ij|g|ji)$ the four coefficients are $C^*_{\mu i}C_{\lambda j}C^*_{\kappa j}C_{\nu i}$, which sum to $D_{\nu\mu}D_{\lambda\kappa}$, and the direct term gives the same product with the functions paired differently:

$$E_G=\tfrac12\sum\big[(\mu\nu|g|\kappa\lambda)-(\mu\lambda|g|\kappa\nu)\big]D_{\nu\mu}D_{\lambda\kappa}.$$

The bracket is unchanged by $\mu\leftrightarrow\kappa$, $\nu\leftrightarrow\lambda$, because this exchanges the two electrons and $g(1,2)=g(2,1)$. Varying either factor $D$ therefore gives the same result, the factor $\tfrac12$ cancels, and $\delta E_G=\sum F^G_{\mu\nu}\,\delta D_{\nu\mu}$ with

$$F^G=J^G-K^G,\qquad J^G_{\mu\nu}=\sum(\mu\nu|g|\kappa\lambda)D_{\lambda\kappa},\qquad K^G_{\mu\nu}=\sum(\mu\lambda|g|\kappa\nu)D_{\lambda\kappa},$$

and $E_G=\tfrac12\mathrm{Tr}\,F^GD$. This $F^G$ is added to the Dirac-Coulomb Fock matrix.

A basis function has one component only, so $\chi_\mu^\dagger\boldsymbol\alpha\chi_\lambda$ vanishes unless one function is large and the other small. Writing $\bar X$ for the component opposite to $X$, the surviving integrals are

$$(\mu^X\lambda^{\bar X}|\kappa^{\bar Y}\nu^Y)_\sigma=\big(\chi^{X\dagger}_\mu\boldsymbol\sigma\chi^{\bar X}_\lambda\,\big|\,\chi^{\bar Y\dagger}_\kappa\boldsymbol\sigma\chi^Y_\nu\big).$$

In $J^G_{\mu\nu}$ the two outer indices belong to the same electron, so they must be of opposite type, and $J^G$ has no $LL$ or $SS$ block. Summing the second electron over $D$ gives the total current $\mathbf j=\sum_i\mathbf j_{ii}$, so that $J^{G,LS}_{\mu\nu}=-e^2(\chi_\mu^{L\dagger}\boldsymbol\sigma\chi_\nu^S|\mathbf j)$. In $K^G_{\mu\nu}$ the outer indices belong to different electrons. Each is paired with a density index, and it is the density index that is forced to be of the opposite type. The minus sign of $g$ and that of exchange combine:

$$-K^{G,XY}_{\mu\nu}=+e^2\sum_{\lambda\kappa}(\mu^X\lambda^{\bar X}|\kappa^{\bar Y}\nu^Y)_\sigma\,D^{\bar X\bar Y}_{\lambda\kappa}.$$

The $LL$ block is built from $D^{SS}$ with integrals $(LS|SL)$, the $SS$ block from $D^{LL}$ with $(SL|LS)$, the $LS$ block from $D^{SL}$ with $(LS|LS)$, and the $SL$ block is its adjoint. Since $(SL|LS)$ is $(LS|SL)$ with the electrons exchanged, and $(SL|SL)$ is the complex conjugate of $(LS|LS)$, the integrals occur in two distinct orderings. This disposes of the second objection: exchange reaches the diagonal blocks by passing through the opposite component of an occupied spinor.

The spin sum can be done once. Take the large functions as real scalar functions $g_\mu$ times spin states $|s\rangle$, and expand the small ones in real scalar functions $f_A$ times spin. Restricted kinetic balance has this form, since

$$\chi^S_{\lambda s}=\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,g_\lambda|s\rangle=-\frac{i\hbar}{2mc}\sum_{k}\partial_k g_\lambda\;\sigma_k|s\rangle ,$$

so that $f_A=\partial_kg_\lambda$ with $A=(k,\lambda)$. If $\mathsf X$ is the matrix of these expansion coefficients, small indices of $D$ are carried to the $f_A$ by $\mathsf X$ (for instance $\mathsf X D^{SS}\mathsf X^\dagger$), and those of $F$ are carried back (as $\mathsf X^\dagger F^{SS}\mathsf X$). For a fixed pair of scalar functions the density is a $2\times2$ spin matrix $M=M^0+\boldsymbol\sigma\cdot\mathbf M$, and the exchange formula places one $\sigma_k$ to its left and one to its right. For the unit matrix $\sum_k\sigma_k\sigma_k=3$. For $\sigma_l$, the term $k=l$ gives $\sigma_l$, and each of the two terms $k\ne l$ gives $-\sigma_l$ by anticommutation. Hence

$$\sum_k\sigma_kM\sigma_k=3M^0-\boldsymbol\sigma\cdot\mathbf M\equiv\widetilde M .$$

With ordinary real repulsion integrals in brackets, the blocks are

$$-K^{LL}_{\mu\nu}=e^2\sum_{AB}(g_\mu f_A|f_Bg_\nu)\widetilde D^{SS}_{AB},\qquad -K^{SS}_{AB}=e^2\sum_{\lambda\kappa}(f_Ag_\lambda|g_\kappa f_B)\widetilde D^{LL}_{\lambda\kappa},$$

$$-K^{LS}_{\mu B}=e^2\sum_{A\kappa}(g_\mu f_A|g_\kappa f_B)\widetilde D^{SL}_{A\kappa}.$$

Real scalar functions commute within a charge distribution, so both orderings come from a single array $(gf|gf)$. They differ in which indices are contracted.

A closed shell is taken to mean a Kramers-paired one: with each $\psi_i$ its time-reversed partner $\psi_{\bar i}=\theta\psi_i$ is occupied, where $\theta$ is complex conjugation followed by $-i\sigma_y$ on both components. On the coefficients of real scalar functions $\theta$ acts as $C\to-i\sigma_yC^*$. It maps the occupied set onto itself up to signs, so each spin block obeys $M=\sigma_yM^*\sigma_y$. Inspection of the three Pauli matrices shows $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$, whence

$$M^0+\boldsymbol\sigma\cdot\mathbf M=M^{0*}-\boldsymbol\sigma\cdot\mathbf M^* :$$

$M^0$ is real and $\mathbf M$ is imaginary, in every block. The total current follows from $\mathrm{tr}(\sigma_kM)=2M_k$, and hermiticity of $D$ gives $\mathbf D^{SL}_{A\mu}=(\mathbf D^{LS}_{\mu A})^*$:

$$\mathbf j=2\sum_{\mu A}g_\mu f_A\big(\mathbf D^{SL}_{A\mu}+\mathbf D^{LS}_{\mu A}\big)=4\sum_{\mu A}g_\mu f_A\,\mathrm{Re}\,\mathbf D^{LS}_{\mu A}=0 .$$

So $J^G=0$ and $F^G=-K^G$. The exchange blocks are real integrals times $3D^0-\boldsymbol\sigma\cdot\mathbf D$, which again has a real scalar and an imaginary vector part. The Gaunt term therefore keeps the Fock matrix invariant under $\theta$, and a Kramers-paired density stays paired through the iterations, provided each iteration fills whole Kramers pairs. This disposes of the first objection: the total current vanishes, while exchange involves the transition currents $\mathbf j_{ij}$, which time reversal does not force to zero. The argument fails when the occupied set is not closed under $\theta$, as in an open shell or in an external magnetic field. Then $\mathrm{Re}\,\mathbf D^{LS}$ need not vanish and $J^G$ must be added in the mixed blocks, while the exchange formulas stand. No spherical symmetry has been used, so all of this holds for a molecule.

The sign of the exchange term is fixed. For any spinor $v$ in the basis, with coefficient vector $\mathbf c$,

$$\mathbf c^\dagger(-K^G)\mathbf c=e^2\sum_i(v^\dagger\boldsymbol\alpha\psi_i|\psi_i^\dagger\boldsymbol\alpha v)=e^2\sum_i(\mathbf a_i|\mathbf a_i^*),\qquad\mathbf a_i=v^\dagger\boldsymbol\alpha\psi_i .$$

The Fourier transform of $1/r$ is $4\pi/q^2$, so $(\mathbf a|\mathbf a^*)=(2\pi)^{-3}\int d^3q\,4\pi|\hat{\mathbf a}(\mathbf q)|^2/q^2\ge0$. Thus $-K^G$ is positive semidefinite, and in a closed shell $E_G$ and every first-order shift $\langle\psi_i|F^G|\psi_i\rangle$ at frozen orbitals are non-negative.

Let $T_{XY}=\mathrm{Tr}\,F^{XY}D^{YX}$, so that $E_G=\tfrac12\sum_{XY}T_{XY}$. Putting the orbitals back,

$$T_{LL}=e^2\sum_{ij}(\mathbf A_{ij}|\mathbf B_{ji}),\quad T_{SS}=e^2\sum_{ij}(\mathbf B_{ij}|\mathbf A_{ji}),\quad T_{LS}=e^2\sum_{ij}(\mathbf A_{ij}|\mathbf A_{ji}).$$

Exchanging the two sides of the bracket and renaming $i\leftrightarrow j$ turns $T_{SS}$ into $T_{LL}$. Likewise $T_{SL}=e^2\sum(\mathbf B_{ij}|\mathbf B_{ji})=T_{LS}^*$. For Kramers partners, $\mathbf A_{\bar i\bar j}=(\psi_i^L)^T\sigma_y\boldsymbol\sigma\sigma_y\psi_j^{S*}=-\mathbf A_{ij}^*$. Summing over barred labels covers the same set, so $T_{LS}=T_{LS}^*$, and $E_G=T_{LL}+T_{LS}$. Because $T_{LL}=e^2\sum(\mathbf A_{ij}|\mathbf A_{ij}^*)$ is the squared norm in the positive Coulomb metric, the Cauchy-Schwarz inequality gives $|T_{LS}|\le T_{LL}$, and the diagonal blocks carry at least half of $E_G$ in a closed shell. Each trace contains two small components, which is why $F^{LL}$, $F^{SS}$ and $F^{LS}$, holding two, none and one of them through the density, can enter the energy at the same order.

The ratio $3:1$ depends on the angular form of the spinors. It is derived here for $1s$; a single closed $p_{1/2}$ pair, in which the large and small angular parts trade places, has the same ratio. For a spherical $u(r)$, $\boldsymbol\sigma\cdot\mathbf p\,u=-i\hbar u'\,\boldsymbol\sigma\cdot\hat{\mathbf r}$, and an $s_{1/2}$ spinor has

$$\psi_a^L=u(r)\,\chi_a,\qquad\psi_a^S=i\,w(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_a,\qquad a=\uparrow,\downarrow,$$

with real $u,w$ and constant spinors $\chi_a$. Using $\sum_a\chi_a\chi_a^\dagger=1$ and $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$, the density kernels are

$$D^{LL}(1,2)=u_1u_2,\quad D^{SL}(1,2)=iw_1u_2\,\boldsymbol\sigma\cdot\hat{\mathbf r}_1,\quad D^{SS}(1,2)=w_1w_2\big[\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2+i\boldsymbol\sigma\cdot(\hat{\mathbf r}_1\times\hat{\mathbf r}_2)\big].$$

The exchange kernel is $F^{XY}(1,2)=e^2\widetilde D^{\bar X\bar Y}(1,2)/r_{12}$. In $T_{LL}$ it meets the spin-free $D^{LL}(2,1)$, so the spin trace keeps the scalar part of $D^{SS}$, weighted by $3$, and gives $2\cdot3\,u_1w_1u_2w_2\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$. In $T_{LS}$ the density $D^{SL}$ is a pure vector, weighted by $-1$, and the trace is $(-i)(i)\,u_1w_1u_2w_2\,\mathrm{tr}(\boldsymbol\sigma\cdot\hat{\mathbf r}_1\,\boldsymbol\sigma\cdot\hat{\mathbf r}_2)=2\,u_1w_1u_2w_2\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$. By rotational symmetry $e^2(uw\,\hat r_k|uw\,\hat r_l)=\Lambda\delta_{kl}$, which defines $\Lambda$, and $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$ yields $3\Lambda$. Therefore

$$T_{LL}=T_{SS}=18\Lambda,\qquad T_{LS}=T_{SL}=6\Lambda,\qquad E_G=24\Lambda .$$

The block energies $\tfrac12T_{XY}$ are $9\Lambda,9\Lambda,3\Lambda,3\Lambda$, whatever the radial functions. The $3:1$ ratio is that of the magnitudes of the weights $3$ and $-1$ in the spin identity; the minus sign is cancelled by the factors $i$ in the mixed density. For Hg$^{78+}$, $\tfrac38\times7.59249=2.84718$ and $\tfrac18\times7.59249=0.94906$ hartree, the values quoted at the start.

The vanishing of $J^G$ does not mean that the two electrons have no direct magnetic interaction. From $\sigma_k\,\boldsymbol\sigma\cdot\hat{\mathbf r}=\hat r_k+i(\hat{\mathbf r}\times\boldsymbol\sigma)_k$ and its adjoint, $\mathbf A_{ab}=uw\,(i\hat{\mathbf r}\delta_{ab}+\boldsymbol\sigma_{ab}\times\hat{\mathbf r})$ and $\mathbf B_{ab}=uw\,(-i\hat{\mathbf r}\delta_{ab}+\boldsymbol\sigma_{ab}\times\hat{\mathbf r})$, with $\boldsymbol\sigma_{ab}=\chi_a^\dagger\boldsymbol\sigma\chi_b$, so $\mathbf j_{ab}=2uw\,\boldsymbol\sigma_{ab}\times\hat{\mathbf r}$. The contraction $\epsilon_{klm}\epsilon_{knm}=2\delta_{ln}$ gives $e^2(\mathbf j_{ab}|\mathbf j_{cd})=8\Lambda\,\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}$. With $\boldsymbol\sigma_{\uparrow\uparrow}=-\boldsymbol\sigma_{\downarrow\downarrow}=(0,0,1)$ and $\boldsymbol\sigma_{\uparrow\downarrow}=\boldsymbol\sigma_{\downarrow\uparrow}^*=(1,-i,0)$,

$$(\uparrow\uparrow|g|\downarrow\downarrow)=+8\Lambda,\qquad-(\uparrow\downarrow|g|\downarrow\uparrow)=+16\Lambda,\qquad(\uparrow\uparrow|g|\uparrow\uparrow)=-8\Lambda .$$

The pair energy is $8\Lambda+16\Lambda=E_G$: a third is the repulsion of two opposed current loops, 2.531 hartree in Hg$^{78+}$, and two thirds is spin-flip exchange, 5.062 hartree. In $J^G$ the direct term is cancelled by the self term of $-2.531$ hartree, and the same self term inside $-K^G$, with the opposite sign, restores it.

To evaluate $\Lambda$, set $u=P/(r\sqrt{4\pi})$ and $w=-Q/(r\sqrt{4\pi})$, with $\int(P^2+Q^2)\,dr=1$. In the expansion $1/r_{12}=\sum_l r_<^l\,r_>^{-l-1}P_l(\cos\omega)$ the factor $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=\cos\omega$ selects $l=1$, with $\iint\cos^2\omega\,d\Omega_1d\Omega_2=(4\pi)^2/3$. The factors $4\pi$ cancel, $3\Lambda=e^2R/3$, and

$$E_G=\tfrac83\,e^2R,\qquad R=\iint P Q(r_1)\,PQ(r_2)\,\frac{r_<}{r_>^2}\,dr_1dr_2 .$$

For a bare point nucleus the Dirac equation with total energy $E$ and $V=-Ze^2/r$, applied to the spinor form above, reads $\hbar c(P'-P/r)=(E+mc^2-V)Q$ and $\hbar c(Q'+Q/r)=-(E-mc^2-V)P$. Try $P\propto r^\gamma e^{-Zr/a_0}$ and $Q=-sP$. The $1/r$ terms give $s=(1-\gamma)/Z\alpha$ and $s=Z\alpha/(1+\gamma)$, with $\alpha=e^2/\hbar c$, so $\gamma=\sqrt{1-(Z\alpha)^2}$. The constant terms, with $\hbar c/a_0=\alpha mc^2$, are both satisfied by $E=\gamma mc^2$. Since $1+s^2=2/(1+\gamma)$, one has $|PQ|=\rho\,s/(1+s^2)=\tfrac12Z\alpha\,\rho$ with $\rho=P^2+Q^2$. In the variable $x=2Zr/a_0$, $\rho\,dr=x^{2\gamma}e^{-x}dx/\Gamma(2\gamma+1)$, and doubling the region $r_2<r_1$,

$$R=\frac{(Z\alpha)^2}{4}\,\frac{4Z}{a_0\,\Gamma(2\gamma+1)^2}\int_0^\infty dx\,x^{2\gamma-2}e^{-x}\int_0^x dy\,y^{b-1}e^{-y},\qquad b=2\gamma+2 .$$

Repeated integration by parts turns the inner integral into $x^be^{-x}\sum_n x^n/[b(b+1)\cdots(b+n)]$. Each term then needs $\int x^{4\gamma+n}e^{-2x}dx=\Gamma(4\gamma+1+n)/2^{4\gamma+1+n}$, and the sum over $n$ is a hypergeometric series:

$$E_G=\frac{e^2}{a_0}\,\frac83\,Z(Z\alpha)^2\,\frac{\Gamma(4\gamma+1)\;{}_2F_1(1,4\gamma+1;2\gamma+3;\tfrac12)}{\Gamma(2\gamma+1)^2\,(2\gamma+2)\,2^{4\gamma+1}} .$$

At $\gamma=1$ the series is $\sum_n2^{-n}=2$, the fraction is $24\cdot2/(4\cdot4\cdot32)=3/32$, and the leading order in $Z\alpha$ is $E_G=\tfrac14\alpha^2Z^3e^2/a_0$. For $Z=80$, $Z\alpha=0.583788$ and $\gamma=0.811906$. The closed form gives 7.68667 hartree (209.16 eV), which is 1.1277 times the leading-order value 6.81617.

The matrix calculation uses a point nucleus and 22 even-tempered $s$ Gaussians, with exponents from $25\,a_0^{-2}$ rising by a factor 2.3 to $9.87\times10^8\,a_0^{-2}$, and restricted kinetic balance. Diagonalizing the one-electron Dirac matrix gives a $1s$ level of $-3532.174$ hartree measured from $mc^2$, against $mc^2(\gamma-1)=-3532.192$. Contracting the block formulas with this orbital gives $E_G=7.68654$ hartree, lower than the closed form by $0.00013$, about $2\times10^{-5}$ of its value. That indicates the basis error to expect in $E_G$ for the $1s$ shell. The level itself is off by 0.018 hartree, so the total and orbital energies below carry basis errors of that order, and their last digits serve only for forming differences within the same basis. Enlarging the basis to 36 or 37 functions (ratio 2.0 or 1.9, exponents up to about $10^{11}\,a_0^{-2}$) lowers the Hg$^{78+}$ total energy by 0.035 and $\varepsilon_{1s}$ by 0.017 hartree, raises $E_G$ and the self-consistent Gaunt shift by 0.0001 hartree ($E_G=7.5926$), and raises $E_G$ of Hg$^{76+}$ by 0.0002 hartree, while the relaxation energy and the block fractions keep the digits shown.

Iterating the Dirac-Coulomb Fock equations to self-consistency, with the lowest positive-energy pair occupied, gives $E=-7006.412$ and $\varepsilon_{1s}=-3474.316$ hartree for Hg$^{78+}$. On these orbitals $E_G=7.5925$ hartree, which is $7.5925/57.779=0.131$ of the Coulomb repulsion and 1.2 % below the bare-nucleus value. That the decrease comes from the expansion of the screened orbital is a conjecture here. The frozen-orbital shift of $\varepsilon_{1s}$ equals $E_G$, since $E_G$ is half the sum of two equal shifts. With $F^G$ inside the iterations the energy becomes $-6998.829$ hartree, a shift of 7.5833 hartree (206.35 eV). The relaxation $7.58330-7.59249=-0.0092$ hartree is 0.12 % of $E_G$, and it begins at second order in $g$ because the energy is stationary in the orbitals.

The orbital energy lacks that protection and moves by 7.532, not 7.592. The sum of orbital energies counts the interaction twice, $2\varepsilon=E+V_C+E_G$ with $V_C$ the Coulomb repulsion, so $2\Delta\varepsilon=\Delta E+\Delta V_C+E_G'$, where $E_G'$ is taken on the relaxed orbitals. Scaling $g\to\lambda g$ gives $E(\lambda)=E_0+\lambda E_1+\lambda^2E_2$ to second order, and stationarity gives $E_G'=dE/d\lambda=E_1+2E_2\approx7.592-0.018=7.574$. Then $\Delta V_C\approx2(7.532)-7.583-7.574=-0.093$ hartree. Since $\Delta E+E_G'=2E_1+3E_2$, the gap is $\Delta\varepsilon-E_1=\tfrac12\Delta V_C+\tfrac32E_2\approx-0.0467-0.0138=-0.0605$ hartree. Half the change of the Coulomb repulsion, which begins at first order in $g$, thus supplies about three quarters of the gap.

Adding the $2s$ shell breaks the fixed ratio. With shells $i,j$ and $\Lambda[a,b]\,\delta_{kl}=e^2(a\,\hat r_k|b\,\hat r_l)$, the same two traces give $T_{LL}=18\sum_{ij}\Lambda[u_iw_j,u_iw_j]$ and $T_{LS}=6\sum_{ij}\Lambda[u_iw_j,u_jw_i]$, now with shell labels on $u$ and $w$. The terms $i=j$ cancel in $T_{LL}-3T_{LS}$, and the cross terms form a square:

$$T_{LL}-3T_{LS}=18\,\Lambda[d,d]\ge0,\qquad d=u_{1s}w_{2s}-u_{2s}w_{1s}.$$

For $1s^22s^2$ the $LL$ fraction is therefore above $3/8$ unless $w/u$ is the same function in both shells. The Dirac-Hartree-Fock orbitals of Hg$^{76+}$ in the same basis give $E_G=9.4968$ hartree (258.4 eV), with blocks 3.6410, 3.6410, 1.1075 and 1.1075, or fractions 0.3834 and 0.1166. The excess of the $LL$ block over three times the $LS$ block is $9\Lambda[d,d]=3.64095-3\times1.10746=0.3186$ hartree. The frozen-orbital shifts are 8.455 hartree for $1s$ and 1.042 for $2s$, both positive as required, and since each level holds two electrons their sum $8.45475+1.04207=9.49682$ is $E_G$. These are mean-field values in a finite basis, without the gauge term of the Breit operator, finite nuclear size, recoil, correlation or radiative corrections. Finite nuclear size alone (a Gaussian charge of rms radius 5.46 fm) lowers $E_G$ by 0.014 hartree to 7.578 (206.2 eV) in Hg$^{78+}$ and by 0.018 hartree to 9.479 in Hg$^{76+}$, and leaves the $3/8$ fraction of the $1s$ shell unchanged.
